# Breathing Frequency of a Thin Elastic Tube and Its Inverse-Radius Law: verification in Python

```python
"""
Breathing of a thin elastic tube: angular frequency = c / R, where
c = sqrt(C / sigma) and C = Y / (1 - nu^2).
R: mean radius; Y: sheet Young modulus (N/m); nu: Poisson ratio;
sigma: mass per area; q: axial wave number; h: wall thickness.
The law assumes a thin free wall, no axial strain, and C and sigma
independent of R. Tests use mass-spring rings, a discretized axial
energy, and three-dimensional elasticity, each solved numerically.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jv, yv, jvp, yvp

nu = 0.2


# Rings of unit masses joined by unit springs of unit rest length.
def ring_modes(count, angle_spring=0.1, ground_spring=0.0):
    radius = 1 / (2 * np.sin(np.pi / count))
    angles = 2 * np.pi * np.arange(count) / count
    radial = np.column_stack((np.cos(angles), np.sin(angles)))
    points = radius * radial
    stretch = np.zeros((count, 2 * count))
    rotation = np.zeros_like(stretch)
    ground = np.zeros_like(stretch)
    for i in range(count):
        j = (i + 1) % count
        tangent = points[j] - points[i]
        tangent /= np.linalg.norm(tangent)
        normal = np.array([-tangent[1], tangent[0]])
        stretch[i, 2*i:2*i+2] = -tangent
        stretch[i, 2*j:2*j+2] = tangent
        rotation[i, 2*i:2*i+2] = -normal
        rotation[i, 2*j:2*j+2] = normal
        ground[i, 2*i:2*i+2] = radial[i]
    bend = rotation - np.roll(rotation, 1, axis=0)
    stiffness = (stretch.T @ stretch + angle_spring * bend.T @ bend
                 + ground_spring * ground.T @ ground)
    squares, vectors = np.linalg.eigh(stiffness)
    uniform = radial.ravel() / np.sqrt(count)
    overlap = (vectors.T @ uniform)**2
    chosen = np.argmax(overlap)
    assert overlap[chosen] > 0.999
    return radius, np.sqrt(squares[chosen]), np.sqrt(abs(squares[3]))


ring_data = np.array([ring_modes(n) for n in (30, 60, 120)])
ring_radii, breathing, oval = ring_data.T
assert np.allclose(breathing * ring_radii, 1, rtol=1e-8)
breathing_power = np.polyfit(np.log(ring_radii), np.log(breathing), 1)[0]
oval_power = np.log(oval[2]/oval[1]) / np.log(ring_radii[2]/ring_radii[1])
assert abs(breathing_power + 1) < 1e-8
# Finite bond length and slight stretching leave a small correction.
assert abs(oval_power + 2) < 0.02
ground_spring = 0.003
ground_radius, grounded, _ = ring_modes(60, ground_spring=ground_spring)
assert np.isclose(grounded**2, 1/ground_radius**2 + ground_spring, rtol=1e-8)


# Axial energy in units C = sigma = R = 1; radial values sit in cells.
def axial_modes(length, cells, periodic):
    nodes = cells if periodic else cells + 1
    step = length / cells
    derivative = np.zeros((cells, nodes))
    for i in range(cells):
        derivative[i, i] -= 1 / step
        derivative[i, (i + 1) % nodes] += 1 / step
    stiffness = np.block([
        [np.eye(cells), nu * derivative],
        [nu * derivative.T, derivative.T @ derivative]])
    masses = np.ones(cells + nodes)
    if not periodic:
        masses[cells] = masses[-1] = 0.5
    squares, vectors = eigh(stiffness, np.diag(masses))
    uniform = np.zeros(cells + nodes)
    uniform[:cells] = 1 / np.sqrt(cells)
    weights = (vectors.T @ (masses * uniform))**2
    return squares, weights


def branch_square(k, sign):
    total = 1 + k*k
    return (total + sign*np.sqrt(total**2 - 4*(1 - nu**2)*k*k)) / 2


period = 20.0
squares, _ = axial_modes(period, 200, True)
upper = squares[squares > 1 - 1e-8]
wave = 2 * np.pi / period
assert abs(upper[0] - 1) < 1e-8
assert np.allclose(upper[1:3] - 1, branch_square(wave, 1) - 1, rtol=2e-3)
assert not np.any((squares > 1 - nu**2 + 1e-8) & (squares < 1 - 1e-8))
lower = squares[(squares > 1e-8) & (squares < 1 - nu**2)]
assert np.allclose(lower[:2], branch_square(wave, -1), rtol=2e-3)
small = 1e-3
assert np.isclose(branch_square(small, -1)/small**2, 1-nu**2, rtol=1e-5)

short_squares, short_weights = axial_modes(0.05, 100, False)
short_frequencies = np.sqrt(abs(short_squares))
near_ring = abs(short_frequencies/np.sqrt(1 - nu**2) - 1) < 1e-3
short_weight = short_weights[near_ring].sum()
assert short_weight > 0.999

k_example = 0.1
dk = 1e-4
group_scaled = (np.sqrt(branch_square(k_example + dk, 1))
                - np.sqrt(branch_square(k_example - dk, 1))) / (2*dk)
# The leading small-k law omits relative terms of order k^2.
assert np.isclose(group_scaled, nu**2 * k_example, rtol=0.03)


# Three-dimensional plane-strain tube in units R = E = density = 1.
def thick_frequency(thickness):
    lame = nu / ((1 + nu)*(1 - 2*nu))
    longitudinal = lame + 1/(1 + nu)
    thin = 1/np.sqrt(1 - nu**2)

    def boundary(frequency):
        k = frequency/np.sqrt(longitudinal)
        rows = []
        for r in (1 - thickness/2, 1 + thickness/2):
            rows.append([longitudinal*k*jvp(1, k*r) + lame*jv(1, k*r)/r,
                         longitudinal*k*yvp(1, k*r) + lame*yv(1, k*r)/r])
        return rows[0][0]*rows[1][1] - rows[0][1]*rows[1][0]

    root = brentq(boundary, 0.9*thin, 1.1*thin, xtol=1e-13)
    return root/thin


kappa = nu/(1 - nu)
thick_tests = []
for thickness in (0.1, 0.05):
    shift = thick_frequency(thickness) - 1
    formula = (1 + 4*kappa)*thickness**2/24
    # The formula omits the next order in thickness.
    assert np.isclose(shift, formula, rtol=0.03)
    thick_tests.append((thickness, shift, formula))

# Rough round parameters in the single-walled carbon nanotube regime.
young = 350.0
areal_mass = 0.75e-6
temperature = 300.0
rigidity_ev = 1.5
contact = 100e18
tube_length = 10e-9
radii = np.array([0.5, 1.0, 2.0])*1e-9
modulus = young/(1 - nu**2)
speed = np.sqrt(modulus/areal_mass)
omega = speed/radii
quantum = const.hbar*omega
thermal = const.k*temperature
y = quantum/thermal
heat = y**2*np.exp(y)/np.expm1(y)**2


def mean_energy(temp):
    return quantum/np.expm1(quantum/(const.k*temp))


heat_difference = (mean_energy(temperature + 0.01)
                   - mean_energy(temperature - 0.01))/(0.02*const.k)
assert np.allclose(heat, heat_difference, rtol=1e-6)
mass = areal_mass*2*np.pi*radii[0]*tube_length
amplitude = np.sqrt(const.hbar/(2*mass*omega[0]*np.tanh(y[0]/2)))
levels = np.arange(200)
populations = np.exp(-levels*y[0])
populations /= populations.sum()
level_squares = (levels + 0.5)*const.hbar/(mass*omega[0])
assert np.isclose(amplitude**2, populations @ level_squares, rtol=1e-10)

thickness = np.sqrt(12*rigidity_ev*const.e/modulus)
thickness_shift = (1 + 4*kappa)*thickness**2/(24*radii[0]**2)
assert np.isclose(thick_frequency(thickness/radii[0]) - 1,
                  thickness_shift, rtol=0.05)
contact_omega = np.sqrt(omega**2 + contact/areal_mass)
crossover = np.sqrt(modulus/contact)

print(f"Ring breathing power of R: {breathing_power:.6f}")
print(f"Ring oval-mode power of R: {oval_power:.4f}")
print(f"Short free ring, length/R: {0.05:.2f}")
print(f"Uniform-motion weight near ring frequency: {short_weight:.6f}")
for ratio, shift, formula in thick_tests:
    print(f"h/R={ratio:.2f}: 3D shift {100*shift:.5f} %, "
          f"formula {100*formula:.5f} %")
print(f"Input sheet Young modulus Y: {young:.0f} N/m")
print(f"Input areal mass: {areal_mass*1e6:.2f} mg/m^2")
print(f"Input Poisson ratio: {nu:.2f}")
print(f"Input temperature: {temperature:.0f} K")
print(f"Sheet modulus C: {modulus:.2f} N/m")
print(f"Sheet wave speed c: {speed/1000:.3f} km/s")
print(f"Axial sound speed: {np.sqrt(young/areal_mass)/1000:.3f} km/s")
print(f"Angular frequency at R=0.5 nm: {omega[0]/1e12:.3f} rad/ps")
print(f"Thermal energy k_B T: {thermal/const.e*1000:.3f} meV")
for i, radius in enumerate(radii):
    print(f"R={radius*1e9:.1f} nm: frequency "
          f"{omega[i]/(2*np.pi)/1e12:.3f} THz")
    print(f"  wavenumber {omega[i]/(2*np.pi*const.c)/100:.2f} cm^-1")
    print(f"  quantum energy {quantum[i]/const.e*1000:.3f} meV")
    print(f"  heat capacity {heat[i]:.4f} k_B per mode")
    print(f"  contact frequency {contact_omega[i]/(2*np.pi)/1e12:.3f} THz, "
          f"shift {100*(contact_omega[i]/omega[i]-1):.2f} %")
print("Neglected effects at R=0.5 nm:")
print(f"Input bending rigidity: {rigidity_ev:.1f} eV")
print(f"Equivalent plate thickness: {thickness*1e9:.4f} nm")
print(f"Thickness frequency shift: {100*thickness_shift:.3f} %")
print(f"Free-axis frequency shift: {100*(np.sqrt(1-nu**2)-1):.3f} %")
print(f"Input axial wave number times R: {k_example:.2f}")
print(f"Finite-q frequency shift: "
      f"{100*(np.sqrt(branch_square(k_example, 1))-1):.4f} %")
print(f"Breathing group velocity: {speed*group_scaled:.2f} m/s")
print(f"Input length for thermal motion: {tube_length*1e9:.0f} nm")
print(f"Moving mass: {mass:.4e} kg")
print(f"RMS radial amplitude: {amplitude*1e12:.4f} pm")
print(f"RMS hoop strain: {100*amplitude/radii[0]:.4f} %")
print(f"Input contact stiffness: {contact/1e18:.0f} GPa/nm")
print(f"Contact crossover radius: {crossover*1e9:.3f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Ring breathing power of R: -1.000000
Ring oval-mode power of R: -1.9966
Short free ring, length/R: 0.05
Uniform-motion weight near ring frequency: 0.999992
h/R=0.10: 3D shift 0.08331 %, formula 0.08333 %
h/R=0.05: 3D shift 0.02083 %, formula 0.02083 %
Input sheet Young modulus Y: 350 N/m
Input areal mass: 0.75 mg/m^2
Input Poisson ratio: 0.20
Input temperature: 300 K
Sheet modulus C: 364.58 N/m
Sheet wave speed c: 22.048 km/s
Axial sound speed: 21.602 km/s
Angular frequency at R=0.5 nm: 44.096 rad/ps
Thermal energy k_B T: 25.852 meV
R=0.5 nm: frequency 7.018 THz
  wavenumber 234.10 cm^-1
  quantum energy 29.024 meV
  heat capacity 0.9013 k_B per mode
  contact frequency 7.255 THz, shift 3.37 %
R=1.0 nm: frequency 3.509 THz
  wavenumber 117.05 cm^-1
  quantum energy 14.512 meV
  heat capacity 0.9741 k_B per mode
  contact frequency 3.961 THz, shift 12.88 %
R=2.0 nm: frequency 1.755 THz
  wavenumber 58.52 cm^-1
  quantum energy 7.256 meV
  heat capacity 0.9935 k_B per mode
  contact frequency 2.541 THz, shift 44.82 %
Neglected effects at R=0.5 nm:
Input bending rigidity: 1.5 eV
Equivalent plate thickness: 0.0889 nm
Thickness frequency shift: 0.264 %
Free-axis frequency shift: -2.020 %
Input axial wave number times R: 0.10
Finite-q frequency shift: 0.0202 %
Breathing group velocity: 89.89 m/s
Input length for thermal motion: 10 nm
Moving mass: 2.3562e-23 kg
RMS radial amplitude: 0.3158 pm
RMS hoop strain: 0.0632 %
Input contact stiffness: 100 GPa/nm
Contact crossover radius: 1.909 nm
ALL CHECKS PASSED
```
